# When does a multigrid or inner-iteration preconditioner break conjugate gradients?

**Question**

I am solving $Ax=b$ with $A$ symmetric positive definite, a two-dimensional Poisson matrix on a $31\times31$ interior grid. My multigrid V-cycle does one forward Gauss-Seidel sweep before the coarse-grid correction and one forward sweep after it. As a stand-alone solver it reduces the error at least fivefold per cycle in the energy norm $\sqrt{e^TAe}$, so I expected it to be an excellent preconditioner for conjugate gradients (CG).

Instead, on a test problem with known solution, preconditioned CG gets down to about $10^{-6}$ of the initial error in twenty steps and has not reached $10^{-10}$ after two hundred. I use the usual $\beta_k=z_{k+1}^Tr_{k+1}/z_k^Tr_k$. How can CG do worse than the iteration it is supposed to accelerate? Would another $\beta$ help, and should I expect the same trouble if I replace the V-cycle by a few inner CG steps?

**Answer**

Your cycle is a good approximate solver, but it is not a symmetric operator, and the usual $\beta$ relies on symmetry. The flexible Polak-Ribière $\beta$ does not, and it cures your case. A fixed number of plain inner CG steps also falls outside the standard theory, but it does not cause this trouble: in exact arithmetic the two formulas then coincide. For other variable inner solvers the flexible form is the safe choice.

**What the two formulas do**

Let $e_k=x-x_k$ be the error, with $x$ the solution, and $r_k=Ae_k$ the residual. I use the inner product $\langle u,v\rangle=u^TAv$ and its norm $\|v\|$; "$A$-orthogonal" refers to it. The preconditioner turns $r_k$ into $z_k$, and arithmetic is taken as exact. Both methods start with $p_0=z_0$ and use

$$\gamma_k=z_k^Tr_k,\quad \alpha_k=\frac{\gamma_k}{\|p_k\|^2},\quad e_{k+1}=e_k-\alpha_kp_k,\quad p_{k+1}=z_{k+1}+\beta_kp_k .$$

The quality of the preconditioner is measured by a number $\varepsilon<1$ with

$$\|z_k-e_k\|\le\varepsilon\|e_k\| .$$

A perfect preconditioner would return $z_k=e_k$. Squaring the condition, and using $\langle z_k,e_k\rangle=\gamma_k$, gives $2\gamma_k\ge\|z_k\|^2+(1-\varepsilon^2)\|e_k\|^2$. Hence $\gamma_k>0$ until the solution is reached.

For either $\beta$, $p_k^Tr_k=\gamma_k$. This is true at $k=0$. If it holds at $k$, then

$$p_k^Tr_{k+1}=p_k^Tr_k-\alpha_k\|p_k\|^2=\gamma_k-\gamma_k=0,$$

so $p_{k+1}^Tr_{k+1}=z_{k+1}^Tr_{k+1}+\beta_k\cdot0=\gamma_{k+1}$. Thus $\alpha_k=\langle p_k,e_k\rangle/\|p_k\|^2$ minimises the error norm along $p_k$.

Now demand that successive directions be $A$-orthogonal:

$$0=p_k^TAz_{k+1}+\beta_k\|p_k\|^2 .$$

Since $Ap_k=(r_k-r_{k+1})/\alpha_k$ and $\alpha_k\|p_k\|^2=\gamma_k$, this gives the flexible formula

$$\beta_k^{\rm flex}=\frac{z_{k+1}^T(r_{k+1}-r_k)}{\gamma_k}.$$

The standard $\beta_k^{\rm std}=\gamma_{k+1}/\gamma_k$ lacks the term $z_{k+1}^Tr_k$. The two agree precisely when that term vanishes.

**Where symmetry and constancy enter**

Suppose $z_k=Br_k$ with one fixed symmetric positive definite $B$. Then, using symmetry first and $z_k=p_k-\beta_{k-1}p_{k-1}$ next,

$$z_{k+1}^Tr_k=r_{k+1}^TBr_k=r_{k+1}^Tz_k=-\beta_{k-1}\,r_{k+1}^Tp_{k-1},$$

because $r_{k+1}^Tp_k=0$. Moreover,

$$r_{k+1}^Tp_{k-1}=r_k^Tp_{k-1}-\alpha_kp_k^TAp_{k-1}.$$

The first term is zero by the line search, and the second is zero if the previous pair of directions was $A$-orthogonal. So $z_{k+1}^Tr_k=0$, the standard formula equals the flexible one, and the next pair is $A$-orthogonal too. The induction starts at $k=0$, where $z_0=p_0$ and $r_1^Tp_0=0$.

The vulnerable steps are the first two equalities, $z_{k+1}^Tr_k=r_{k+1}^TBr_k$ and $r_{k+1}^TBr_k=r_{k+1}^Tz_k$. The first needs $B=B^T$. The second needs the $B$ that produced $z_{k+1}$ to be the one that produced $z_k$.

**Why the flexible form still converges**

With $\beta^{\rm flex}$, both $e_k$ and $p_k$ are $A$-orthogonal to $p_{k-1}$. Therefore, for any numbers $t$ and $s$,

$$\|e_k-tp_k-sp_{k-1}\|^2=\|e_k-tp_k\|^2+s^2\|p_{k-1}\|^2 .$$

The best $s$ is zero, so the step along $p_k$ is already the best step in the whole span of $p_k$ and $p_{k-1}$. That span contains $z_k=p_k-\beta_{k-1}p_{k-1}$. The step is thus at least as good as subtracting $z_k$ itself:

$$\|e_{k+1}\|\le\|e_k-z_k\|\le\varepsilon\|e_k\| .$$

At $k=0$ the same follows from $p_0=z_0$. No symmetry, linearity or constancy was used. In the $A$-norm, flexible CG therefore inherits the contraction guarantee of your stand-alone cycle.

The guarantee cannot be improved without more assumptions. In three or more dimensions, take unit vectors $\hat e=e_k/\|e_k\|$ and $\hat f$, with $\hat f$ $A$-orthogonal to $e_k$ and $p_{k-1}$, and let

$$z_k=(1-\varepsilon^2)e_k+\varepsilon\sqrt{1-\varepsilon^2}\,\|e_k\|\hat f .$$

Then $\|z_k-e_k\|^2=(\varepsilon^4+\varepsilon^2-\varepsilon^4)\|e_k\|^2=\varepsilon^2\|e_k\|^2$. Since $z_k$ is already $A$-orthogonal to $p_{k-1}$, $p_k=z_k$. With $\gamma_k=(1-\varepsilon^2)\|e_k\|^2$ and $\|z_k\|^2=(1-\varepsilon^2)\|e_k\|^2$,

$$\|e_{k+1}\|^2=\|e_k\|^2-\frac{\gamma_k^2}{\|z_k\|^2}=\varepsilon^2\|e_k\|^2 .$$

For $\varepsilon=0.5$, the computed error after 20 such steps is $9.54\times10^{-7}$ of the initial error, equal to $0.5^{20}$ to the digits shown.

**The standard form can stall permanently**

Standard CG has no such guarantee, even for a small $\varepsilon$. To see this, set $q_k=p_k/\gamma_k$. Dividing the direction update by $\gamma_{k+1}$ gives

$$q_{k+1}=q_k+\frac{z_{k+1}}{\gamma_{k+1}},\qquad e_{k+1}=e_k-\frac{q_k}{\|q_k\|^2}.$$

Old directions are added up with no step that removes an unwanted component. Each step lowers the squared error by $1/\|q_k\|^2$. If $\|q_k\|$ grows so quickly that all these reductions together stay below $\|e_0\|^2$ by a fixed amount, the error cannot tend to zero.

Here is a case that can be solved completely. In an even number of dimensions choose a linear map $J$ with $\langle Ju,v\rangle=-\langle u,Jv\rangle$ and $J^2=-I$: a quarter turn in the geometry of $A$. Take the fixed preconditioner $B=(I+\varepsilon J)A^{-1}$, so that $z_k=e_k+\varepsilon Je_k$. It contains $A^{-1}$ and is meant as a counterexample, not as a practical method. Because $\langle Je_k,e_k\rangle=0$ and $\|Je_k\|=\|e_k\|$, its relative error is $\varepsilon$ and $\gamma_k=\|e_k\|^2$.

Write $E_k=\|e_k\|$, $\hat e_k=e_k/E_k$ and $\hat t_k=J\hat e_k$. I claim that

$$q_k=\frac{\hat e_k+w_k\hat t_k}{E_k},\qquad w_k=(k+1)\varepsilon .$$

At $k=0$, $q_0=z_0/E_0^2$ has this form with $w_0=\varepsilon$. If it holds at $k$, then $\|q_k\|^2=(1+w_k^2)/E_k^2$, and

$$e_{k+1}=E_k\hat e_k-E_k\frac{\hat e_k+w_k\hat t_k}{1+w_k^2}
=\frac{E_kw_k}{1+w_k^2}\,(w_k\hat e_k-\hat t_k).$$

Its norm and direction are

$$E_{k+1}=\frac{w_k}{\sqrt{1+w_k^2}}E_k,\qquad
\hat e_{k+1}=\frac{w_k\hat e_k-\hat t_k}{\sqrt{1+w_k^2}} .$$

Applying $J$, with $J\hat t_k=-\hat e_k$, gives $\hat t_{k+1}=(\hat e_k+w_k\hat t_k)/\sqrt{1+w_k^2}$. This is the direction of $q_k$, with a positive sign. Hence

$$q_k=\frac{\sqrt{1+w_k^2}}{E_k}\hat t_{k+1}=\frac{w_k}{E_{k+1}}\hat t_{k+1}.$$

The new contribution is $z_{k+1}/\gamma_{k+1}=(\hat e_{k+1}+\varepsilon\hat t_{k+1})/E_{k+1}$. Adding the two reproduces the claimed form with $w_{k+1}=w_k+\varepsilon$. The preconditioner's error always reinforces the old direction.

Multiplying the reduction factors,

$$\frac{E_n^2}{E_0^2}=\prod_{m=1}^{n}\frac{m^2\varepsilon^2}{1+m^2\varepsilon^2}
=\prod_{m=1}^{n}\left(1+\frac{1}{m^2\varepsilon^2}\right)^{-1}.$$

The product formula $\sinh(\pi y)/(\pi y)=\prod_{m\ge1}(1+y^2/m^2)$ with $y=1/\varepsilon$ gives a nonzero limit:

$$\frac{E_\infty}{E_0}=\left[\frac{\pi/\varepsilon}{\sinh(\pi/\varepsilon)}\right]^{1/2}.$$

For $\varepsilon=0.5$ the first step multiplies the error by $0.5/\sqrt{1.25}=0.447$ and the second by $1/\sqrt2=0.707$, leaving $0.316$. After 100 steps the ratio is $0.1563$, after 2000 it is $0.1533$, and the limit is $0.1532$. The $A$-cosine between successive directions is $w_{k+1}/\sqrt{1+w_{k+1}^2}$. It starts at $0.707$ and is $0.9998$ for the hundredth pair: each search nearly repeats the one before. The small turns, about $1/(k\varepsilon)$ each, still add up without limit, so the error keeps rotating while its norm levels off.

For small $\varepsilon$, $\sinh(\pi/\varepsilon)\approx\frac12e^{\pi/\varepsilon}$, so

$$\frac{E_\infty}{E_0}\approx\sqrt{\frac{2\pi}{\varepsilon}}\;e^{-\pi/(2\varepsilon)} .$$

In this model the stall level falls very rapidly as the preconditioner improves. It is $0.0022$ at $\varepsilon=0.2$, and a small enough asymmetry could pass unnoticed at a modest tolerance.

The flexible form takes the same first step. At the second, $z_1=e_1+\varepsilon E_1\hat t_1$, and $\hat t_1$ is the direction of $p_0$. Making $p_1$ $A$-orthogonal to $p_0$ removes that part and leaves $p_1=e_1$, so the next step reaches the solution.

**Symmetry at each step is not enough**

The same stall occurs with preconditioners that are each symmetric positive definite but change between steps. Let $\hat t$ be the previous search direction scaled to unit $A$-norm (at the first step, any unit vector $A$-orthogonal to $e_0$), and use

$$B_k=A^{-1}+\varepsilon(\hat e_k\hat t^T+\hat t\hat e_k^T).$$

The line search makes $\hat t$ $A$-orthogonal to $\hat e_k$. Therefore $B_kr_k=B_kAe_k=e_k+\varepsilon E_k\hat t$, which is the same input as before and gives the same recurrence. On the plane of $\hat e_k$ and $\hat t$, $B_kA$ has eigenvalues $1\pm\varepsilon$; elsewhere they are 1. Any one of these matrices, held fixed, would be a legitimate CG preconditioner. What fails is the switching.

**Your V-cycle**

A smoothing sweep with matrix $M$ multiplies the error by $I-M^{-1}A$. Its adjoint in the $A$-inner product is $I-M^{-T}A$, since

$$\langle u,M^{-1}Av\rangle=u^TAM^{-1}Av=\langle M^{-T}Au,v\rangle .$$

For forward Gauss-Seidel, $M$ is the lower triangle of $A$ including the diagonal. Its transpose is the upper triangle, which is a backward sweep. Let the coarse correction multiply the error by $I-B_cA$ with $B_c$ symmetric; by the same identity this factor is its own adjoint. A forward sweep before it and a backward sweep after it give $I-BA=(I-M^{-T}A)(I-B_cA)(I-M^{-1}A)$. Taking the adjoint reverses the order of the factors and turns each outer factor into the other, so the product is unchanged. Hence $ABA$ is symmetric, and so is $B$. If the cycle also contracts in the $A$-norm, the eigenvalues of $BA$ lie between 0 and 2, so $B$ is positive definite. Exact symmetry needs the same pairing on every level, because that is what makes $B_c$ symmetric; an asymmetry left only on the coarser levels is smaller and may do no visible harm.

I computed three cycles from the same random initial error, all with lexicographic sweeps, bilinear interpolation, Galerkin coarse matrices and an exact solve on the $3\times3$ grid. The outcome depends on such choices: with red-black ordering, two forward sweeps leave a smaller asymmetry and standard CG need not slow down. "Contraction" is the $A$-norm of $I-BA$, and "skew" is the norm of the antisymmetric part of $A^{1/2}BA^{1/2}$. The last two columns are steps to a relative $A$-norm error of $10^{-10}$.

| second sweep | contraction | skew | standard | flexible |
|---|---|---|---|---|
| backward | 0.1996 | 0 | 9 | 9 |
| forward | 0.1985 | 0.142 | >200 | 11 |
| none | 0.4467 | 0.374 | >200 | 22 |

The first two rows have the same number of sweeps and almost the same contraction, so approximation quality does not explain their difference. The second row is your cycle. After 20 steps the standard form is at $1.4\times10^{-6}$ and the flexible form at $2.4\times10^{-19}$ (the error itself was iterated, so the usual rounding floor is absent). The stand-alone cycle needs at most 15 steps, because $10/|\log_{10}0.1985|=14.2$. Standard CG really does do worse than the iteration inside it.

With no second sweep, the standard error only falls from $0.0175$ to $0.0130$ between steps 10 and 20. With the standard $\beta$, neither nonsymmetric cycle reached $10^{-10}$ within 200 steps from this random initial error. The count depends on the initial error: with the forward second sweep a smooth one can be reduced much faster, although without a second sweep the slowdown appears for smooth errors too. Nor do these runs prove that the slowdown is permanent, and the stall formula above belongs to the special rotation, not to multigrid.

**Inner CG steps**

A fixed number of inner CG steps is not a fixed matrix, because its polynomial in $A$ depends on the residual. With five inner steps and two random right-hand sides, the result for their sum differed from the sum of the results by about 9% of its own Euclidean norm. Nevertheless, both formulas needed 28 outer steps to reach $10^{-10}$, and both errors after 20 steps were $1.81\times10^{-8}$.

This agreement can be explained for inner runs that start from zero and have no preconditioner of their own. The first inner run leaves a residual orthogonal to the space spanned by $r_0,Ar_0,\dots,A^4r_0$. It also gives $z_0^Tr_0=z_0^TAz_0$, so $\alpha_0=1$ and the outer $r_1$ is that same residual. The next inner run returns $z_1=\pi(A)r_1$ with a polynomial $\pi$ of degree at most four. Thus

$$z_1^Tr_0=r_1^T\pi(A)r_0=0,$$

and the first $\beta$ is the same in both methods.

Later steps follow by induction. Suppose the formulas have agreed so far and $r_k$ is orthogonal to $A^jr_{k-1}$ for $j=0,\dots,4$, as is true at $k=1$. Inserting $p_k=z_k+\beta_{k-1}p_{k-1}$ and $Ap_{k-1}=(r_{k-1}-r_k)/\alpha_{k-1}$ into $r_{k+1}=r_k-\alpha_kAp_k$ gives

$$r_{k+1}=r_k-\alpha_kAz_k-\frac{\alpha_k\beta_{k-1}}{\alpha_{k-1}}(r_{k-1}-r_k).$$

Take the product with $A^jr_k$. The inner residual $r_k-Az_k$ is orthogonal to this vector, and so is $r_{k-1}$ by assumption. Therefore

$$r_{k+1}^TA^jr_k=c_k\,r_k^TA^jr_k,\qquad c_k=1-\alpha_k+\frac{\alpha_k\beta_{k-1}}{\alpha_{k-1}},$$

with the same $c_k$ for every $j$ from 0 to 4. Since $z_k$ is a combination of these $A^jr_k$, also $r_{k+1}^Tz_k=c_k\gamma_k$. But $r_{k+1}$ is orthogonal to $p_k$ and $p_{k-1}$, hence to $z_k$, and $\gamma_k>0$. So $c_k=0$, and $r_{k+1}$ is orthogonal to every $A^jr_k$ in the list. As in the first step, $z_{k+1}^Tr_k=0$ follows, and the next $\beta$ agrees too.

The argument uses a fixed number of plain CG steps. It is no guarantee for other inner solvers or stopping rules. The flexible bound is safe but pessimistic in this run: the worst single-step quality over 200 steps was $0.857$, far weaker than the average convergence observed.

**What to change**

For the V-cycle, reverse the second sweep on every level and keep the standard $\beta$. If the preconditioner must stay nonsymmetric or variable, use $\beta^{\rm flex}$, which costs one extra inner product per step. The form above also needs the previous residual; the equivalent $\beta_k=-z_{k+1}^TAp_k/p_k^TAp_k$ needs only the vector $Ap_k$, already computed for the step.

The flexible formula does not rescue an arbitrary preconditioner. If $B$ is purely antisymmetric, then $\gamma_0=r_0^TB^Tr_0=0$: the first step has zero length, and $\beta_0$ would require division by zero. The condition $\varepsilon<1$ excludes this. For a linear cycle, it means contraction in the $A$-norm; a spectral radius below one does not by itself establish that. The numerical output below gives the values for all the cases.

## Values computed for the example and the checks

```
chain matrix: unknowns 20, condition number 178.06
fixed nonsymmetric preconditioner, relative A-norm errors:
 eps 0.2: standard after 1, 2, 10, 100 steps: 0.19612 0.07284 0.00686 0.00246
   standard after 2000 steps 0.002190, limit 0.002176
   cosine of directions: first pair 0.3714, 100th pair 0.998777
   flexible after 1 step 0.19612, after 2 steps below 1e-11: True
 eps 0.5: standard after 1, 2, 10, 100 steps: 0.44721 0.31623 0.18510 0.15627
   standard after 2000 steps 0.153343, limit 0.153190
   cosine of directions: first pair 0.7071, 100th pair 0.999804
   flexible after 1 step 0.44721, after 2 steps below 1e-11: True
 eps 0.8: standard after 1, 2, 10, 100 steps: 0.62470 0.52974 0.42375 0.39652
   standard after 2000 steps 0.393608, limit 0.393454
   cosine of directions: first pair 0.8480, 100th pair 0.999923
   flexible after 1 step 0.62470, after 2 steps below 1e-11: True
changing SPD preconditioners, eps 0.5:
 eigenvalues of all B_k A between 0.5000 and 1.5000
 standard, relative error after 200 steps 0.154725
 flexible, after 2 steps below 1e-11: True
 flexible, worst case after 20 steps 9.5367e-07, eps^20 9.5367e-07
Poisson matrix: grid 31 x 31, unknowns 961
 V-cycle, pre-sweep forward, post-sweep backward:
  A-norm contraction 0.1996, skew part 0.0000
  relative error after 10 steps: standard 3.33e-13, flexible 3.33e-13
  relative error after 20 steps: standard 8.89e-26, flexible 8.89e-26
  steps to 1e-10: standard 9, flexible 9
  largest |cosine| in first 10 pairs: standard 1.4e-14, flexible 3.9e-17
 V-cycle, pre-sweep forward, post-sweep forward:
  A-norm contraction 0.1985, skew part 0.1419
  relative error after 10 steps: standard 1.33e-05, flexible 3.49e-10
  relative error after 20 steps: standard 1.38e-06, flexible 2.37e-19
  steps to 1e-10: standard more than 200, flexible 11
  largest |cosine| in first 10 pairs: standard 6.9e-01, flexible 4.9e-17
 V-cycle, pre-sweep forward, post-sweep none:
  A-norm contraction 0.4467, skew part 0.3736
  relative error after 10 steps: standard 1.75e-02, flexible 1.80e-05
  relative error after 20 steps: standard 1.30e-02, flexible 7.02e-10
  steps to 1e-10: standard more than 200, flexible 22
  largest |cosine| in first 10 pairs: standard 9.4e-01, flexible 2.2e-17
inner CG with 5 steps as preconditioner:
 relative departure from additivity 8.75e-02
 worst quality |z-e|/|e| in the flexible run 0.8566
 relative error after 20 steps: standard 1.81e-08, flexible 1.81e-08
 outer steps to 1e-10: standard 28, flexible 28
```
